**Free energy, forces and critical temperature of a half-filled Su-Schrieffer-Heeger ring**

The program tests the condition $J(0,kT_c/t_0)=1/\lambda$ for the electronic temperature $T_c$ at which the dimerization $u$ and its force constant vanish. Here $t_0$ is the hopping, $\alpha$ its change with bond length, $K$ the spring constant, $\lambda=4\alpha^2/(\pi Kt_0)$, and $J$ the integral of $\sin^2x\,\tanh(\varepsilon/\tau)/\varepsilon$ over $0<x<\pi/2$, with $\varepsilon^2=\cos^2x+z^2\sin^2x$, $z=2\alpha u/t_0$ and $\tau=kT/t_0$. A ring of 200 atoms is diagonalized in real space, and its free energy, minima, force constants and critical temperature are asserted to agree with the integrals. The program also asserts that the Hellmann-Feynman force is minus the slope of the free energy and differs from that of the internal energy. Further assertions cover the weak-coupling formulas for $T_c$, the zero-temperature gap and the square-root onset, and the stability at $T_c$ of the ring's other modes with wavevectors between 0 and $\pi$. For $t_0=2.5$ eV, $\alpha=4$ eV/Å and $K=20$ eV/Å$^2$ the output shows $T_c=4177$ K, against 4159 K from the closed form. The curvature of the internal energy vanishes only near 10 900 K, 2.61 times too high.

## Numerical check

```python
"""Half-filled Su-Schrieffer-Heeger ring at electronic temperature T.

Result under test: the Mermin free energy per atom, as a function of the
staggered displacement u_n = (-1)^n u, has a nonzero minimum only below Tc,
    J(0, kTc/t0) = 1/lam,   lam = 4 alpha^2 / (pi K t0),
    J(z, tau) = int_0^{pi/2} sin^2(x) tanh(eps/tau)/eps dx,
    eps = sqrt(cos^2 x + z^2 sin^2 x),  z = 2 alpha u/t0,  tau = kT/t0,
and the force constant of the dimerization vanishes at the same Tc.
t0: hopping (eV), alpha: its change with bond length (eV/angstrom),
K: spring constant (eV/angstrom^2). Two spin states, chemical potential 0.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, entr, ellipkm1, ellipe, zeta

kB = constants.k / constants.e          # eV/K
t0, alpha, K = 2.5, 4.0, 20.0
N = 200
lam = 4 * alpha**2 / (np.pi * K * t0)
site = np.arange(N)
right = (site + 1) % N
stagger = (-1.0) ** site

# ---------- real-space ring: everything from diagonalization ----------


def hamiltonian(disp):
    hop = t0 - alpha * (np.roll(disp, -1) - disp)
    H = np.zeros((N, N))
    H[site, right] = -hop
    H[right, site] = -hop
    return H


def ring_levels(u):
    return np.linalg.eigvalsh(hamiltonian(u * stagger))


def ring_energies(levels, u, kT):
    """Free energy and internal energy per atom, from E and S."""
    occ, hole = expit(-levels / kT), expit(levels / kT)
    energy = 2 * np.sum(occ * levels) / N + 2 * K * u**2
    entropy = 2 * np.sum(entr(occ) + entr(hole)) / N
    return energy - kT * entropy, energy


def ring_free(u, kT):
    return ring_energies(ring_levels(u), u, kT)[0]


def ring_forces(disp, kT):
    """Hellmann-Feynman forces on all atoms from the bond orders."""
    e, V = np.linalg.eigh(hamiltonian(disp))
    rho = (V * expit(-e / kT)) @ V.T
    bond = rho[site, right]
    grad = -4 * alpha * (bond - np.roll(bond, 1))
    grad += K * (2 * disp - np.roll(disp, 1) - np.roll(disp, -1))
    return -grad


# ---------- derived formulas ----------
M = 6000
x = (np.arange(M) + 0.5) * np.pi / (2 * M)
s2, c2 = np.sin(x)**2, np.cos(x)**2


def J(z, tau):
    eps = np.sqrt(c2 + z**2 * s2)
    return np.pi / 2 * np.mean(s2 * np.tanh(eps / tau) / eps)


def band_free(u, kT):
    y = np.sqrt(c2 + (2 * alpha * u / t0)**2 * s2) * t0 / kT
    return 2 * K * u**2 - 2 * kT * np.mean(y + np.log1p(np.exp(-2 * y)))


def critical_tau(coupling):
    return brentq(lambda t: J(0, t) - 1 / coupling, 1e-3, 5, xtol=1e-14)


def z_min(coupling, tau):
    if J(0, tau) <= 1 / coupling:
        return 0.0
    return brentq(lambda z: J(z, tau) - 1 / coupling, 0, 1, xtol=1e-14)


def minus_z_dJdz(z, tau):
    eps = np.sqrt(c2 + z**2 * s2)
    th = np.tanh(eps / tau)
    g = s2**2 * (th / eps**3 - (1 - th**2) / (tau * eps**2))
    return z**2 * np.pi / 2 * np.mean(g)


def false_tau(coupling):
    """Where the curvature of the internal energy at u = 0 vanishes."""
    def g(t):
        sech2 = 1 - np.tanh(np.sqrt(c2) / t)**2
        return 1 / coupling - J(0, t) - np.pi / 2 * np.mean(s2 * sech2) / t
    return brentq(g, critical_tau(coupling), 0.7, xtol=1e-14)


def z_zero_T(coupling):
    def g(z):
        m = 1 - z**2
        return (ellipkm1(z**2) - ellipe(m)) / m - 1 / coupling
    return brentq(g, 1e-8, 0.99, xtol=1e-15)


tau_c = critical_tau(lam)
kTc = tau_c * t0
Tc = kTc / kB
prefactor = 8 * np.exp(np.euler_gamma - 1) / np.pi

# ---------- free energy, half filling, gap, variational property ----------
u_test, kT_test = 0.03, 3000 * kB
lev = ring_levels(u_test)
occ = expit(-lev / kT_test)
assert abs(2 * occ.sum() - N) < 1e-9
assert abs(2 * np.min(np.abs(lev)) - 8 * alpha * u_test) < 1e-10
for u in (0.0, 0.03, 0.08):
    for T in (1500, 3000, 6000):
        assert abs(ring_free(u, T * kB) - band_free(u, T * kB)) < 1e-8
rng = np.random.default_rng(1)


def functional(f):
    return 2 * np.sum(f * lev - kT_test * (entr(f) + entr(1 - f)))


for _ in range(20):
    w, r = occ * (1 - occ), rng.uniform(-0.4, 0.4, N)
    shift = w * (r - np.sum(w * r) / np.sum(w))
    assert functional(occ + shift) > functional(occ)

# ---------- force: slope of free energy, not of internal energy ----------
h = 1e-4
plus = ring_energies(ring_levels(u_test + h), u_test + h, kT_test)
minus = ring_energies(ring_levels(u_test - h), u_test - h, kT_test)
slope_F, slope_U = [(a - b) / (2 * h) for a, b in zip(plus, minus)]
force_HF = np.mean(stagger * ring_forces(u_test * stagger, kT_test))
z_test = 2 * alpha * u_test / t0
slope_formula = 4 * K * u_test * (1 - lam * J(z_test, kT_test / t0))
assert abs(slope_F + force_HF) < 1e-5
assert abs(slope_formula + force_HF) < 1e-7
assert abs(slope_U + force_HF) > 0.05

# ---------- minima and force constants over temperature ----------
h = 1e-3
centre = [(k * h, ring_levels(k * h)) for k in range(3)]


def curvature_at_zero(kT, which):
    F = [ring_energies(e, u, kT)[which] for u, e in centre]
    return (32 * F[1] - 2 * F[2] - 30 * F[0]) / (12 * h**2)


table = []
for T in (300, 1000, 2000, 3000, 4000, 4500, 6000):
    kT, tau = T * kB, T * kB / t0
    z = z_min(lam, tau)
    u_star = z * t0 / (2 * alpha)
    low = 0.001 if T < Tc else -0.05
    found = minimize_scalar(ring_free, bounds=(low, 0.12), args=(kT,),
                            method="bounded", options={"xatol": 1e-9})
    assert abs(found.x - u_star) < 1e-5
    assert np.all(np.diff([J(q, tau) for q in np.linspace(0, 1, 60)]) < 0)
    kappa0 = 4 * K * (1 - lam * J(0, tau))
    if T >= 1000:   # a gapless ring of this size is converged only here
        assert abs(curvature_at_zero(kT, 0) - kappa0) < 0.02
    kappa = kappa0
    if z > 0:
        kappa = 4 * K * lam * minus_z_dJdz(z, tau)
        F = [ring_free(u_star + k * h, kT) for k in (-2, -1, 0, 1, 2)]
        fd = np.dot([-1, 16, -30, 16, -1], F) / (12 * h**2)
        assert abs(fd - kappa) < 2e-3 * kappa + 1e-3
    table.append((T, u_star, 8 * alpha * u_star, kappa, kappa0))

kTc_ring = brentq(lambda q: curvature_at_zero(q, 0), 0.5 * kTc, 2 * kTc)
assert abs(kTc_ring / kTc - 1) < 1e-5
kT_false = false_tau(lam) * t0
kT_false_ring = brentq(lambda q: curvature_at_zero(q, 1), kTc, 0.7 * t0)
assert abs(kT_false_ring / kT_false - 1) < 1e-4

# ---------- all wavevectors at Tc, from displacing one atom ----------


def force_constants(kT):
    d = np.zeros(N)
    d[0] = 1e-4
    row = -(ring_forces(d, kT) - ring_forces(-d, kT)) / 2e-4
    return np.fft.fft(row).real


D = force_constants(kTc)
assert abs(D[N // 2]) < 1e-3
q = 2 * np.pi * np.arange(1, N // 2) / N
reduced = D[1:N // 2] / (4 * K * np.sin(q / 2)**2)
assert reduced.min() > 1e-3
assert abs(force_constants(6000 * kB)[N // 2] - table[-1][4]) < 1e-3

# ---------- cubic force left at Tc ----------
cubic = [np.mean(stagger * ring_forces(u * stagger, kTc))
         for u in (0.005, 0.01)]
assert cubic[0] < 0 and abs(cubic[1] / cubic[0] - 8) < 0.2

# ---------- weak-coupling expansions ----------
tau = 0.05
rest = J(0, tau) - np.log(prefactor / tau)
assert abs(rest / (np.pi**2 * tau**2 / 48) - 1) < 5e-3
weak = 0.2
tw = critical_tau(weak)
assert abs(tw / (prefactor * np.exp(-1 / weak)) - 1) < 1e-4
zw = z_zero_T(weak)
assert abs(zw / (4 * np.exp(-1 - 1 / weak)) - 1) < 1e-3
bcs = 2 * np.pi * np.exp(-np.euler_gamma)
assert abs(4 * zw / tw / bcs - 1) < 1e-3
near = 0.999 * tw
z_near = z_min(weak, near)
onset = 2 * np.pi**2 / (7 * zeta(3))
assert abs(z_near**2 / (onset * tw**2 * np.log(tw / near)) - 1) < 1e-2
ratio = minus_z_dJdz(z_near, near) / (1 / weak - J(0, near))
assert abs(ratio + 2) < 0.02
assert abs(false_tau(0.15) / critical_tau(0.15) - np.e) < 2e-3
z0 = z_zero_T(lam)
u0 = z0 * t0 / (2 * alpha)
assert abs(u0 - table[0][1]) < 1e-7
near = 0.999 * tau_c
ratio_example = (minus_z_dJdz(z_min(lam, near), near)
                 / (1 / lam - J(0, near)))
assert abs(ratio_example + 2) < 0.05

# ---------- numbers for the text ----------
T_closed = prefactor * t0 * np.exp(-1 / lam) / kB
u_onset = np.sqrt(onset * np.log(Tc / 4000)) * kTc / (2 * alpha)
print(f"hopping t0 = {t0} eV")
print(f"coupling alpha = {alpha} eV/angstrom")
print(f"spring constant K = {K} eV/angstrom^2")
print(f"lambda = {lam:.5f}, 1/lambda = {1/lam:.5f}")
print(f"prefactor 8 exp(gamma-1)/pi = {prefactor:.5f}")
print(f"tau_c = kTc/t0 = {tau_c:.6f}")
print(f"kTc = {kTc:.5f} eV")
print(f"Tc, full condition = {Tc:.1f} K")
print(f"Tc, ring of {N} atoms = {kTc_ring/kB:.1f} K")
print(f"Tc, closed form = {T_closed:.1f} K")
print(f"z0 at T=0 = {z0:.5f}")
print(f"z0 closed form = {4*np.exp(-1-1/lam):.5f}")
print(f"u0 at T=0 = {u0:.5f} angstrom")
print(f"gap at T=0 = {8*alpha*u0:.4f} eV")
print(f"gap/kTc, example = {8*alpha*u0/kTc:.4f}")
print(f"gap/kTc, weak-coupling limit = {bcs:.4f}")
print("T (K) | u* (angstrom) | gap (eV) | force constant at")
print("  minimum | at u=0 (both eV/angstrom^2)")
for T, us, gap, kap, kap0 in table:
    print(f"{T:5d} | {us:.5f} | {gap:.4f} | {kap:8.3f} | {kap0:8.3f}")
print(f"u* at 4000 K from square-root law = {u_onset:.5f} angstrom")
print(f"kappa*/kappa0 at 0.999 Tc = {ratio_example:.4f}")
print(f"At T = 3000 K, u = {u_test} angstrom, per atom:")
print(f"  slope of free energy = {slope_F:.5f} eV/angstrom")
print(f"  minus Hellmann-Feynman force = {-force_HF:.5f} eV/angstrom")
print(f"  slope of internal energy = {slope_U:.5f} eV/angstrom")
print(f"Force at Tc, u=0.005 angstrom: {1000*cubic[0]:.4f} meV/angstrom")
print(f"Force at Tc, u=0.010 angstrom: {1000*cubic[1]:.4f} meV/angstrom")
print(f"  ratio of the two forces = {cubic[1]/cubic[0]:.3f}")
print(f"False temperature (internal energy) = {kT_false/kB:.0f} K")
print(f"  divided by Tc = {kT_false/kTc:.4f}")
print(f"Lowest D(q)/(4K sin^2(q/2)) at Tc, q not pi: {reduced.min():.5f}")
print(f"  found at q/pi = {q[np.argmin(reduced)]/np.pi:.3f}")
print("all tests passed")
```

It prints:

```
hopping t0 = 2.5 eV
coupling alpha = 4.0 eV/angstrom
spring constant K = 20.0 eV/angstrom^2
lambda = 0.40744, 1/lambda = 2.45437
prefactor 8 exp(gamma-1)/pi = 1.66850
tau_c = kTc/t0 = 0.143972
kTc = 0.35993 eV
Tc, full condition = 4176.8 K
Tc, ring of 200 atoms = 4176.8 K
Tc, closed form = 4158.9 K
z0 at T=0 = 0.12988
z0 closed form = 0.12643
u0 at T=0 = 0.04059 angstrom
gap at T=0 = 1.2988 eV
gap/kTc, example = 3.6084
gap/kTc, weak-coupling limit = 3.5278
T (K) | u* (angstrom) | gap (eV) | force constant at
  minimum | at u=0 (both eV/angstrom^2)
  300 | 0.04059 | 1.2988 |   31.232 |  -85.700
 1000 | 0.04057 | 1.2981 |   31.106 |  -46.464
 2000 | 0.03921 | 1.2549 |   26.962 |  -23.895
 3000 | 0.03308 | 1.0584 |   16.652 |  -10.719
 4000 | 0.01438 | 0.4602 |    2.707 |   -1.398
 4500 | 0.00000 | 0.0000 |    2.407 |    2.407
 6000 | 0.00000 | 0.0000 |   11.654 |   11.654
u* at 4000 K from square-root law = 0.01433 angstrom
kappa*/kappa0 at 0.999 Tc = -1.9985
At T = 3000 K, u = 0.03 angstrom, per atom:
  slope of free energy = -0.04606 eV/angstrom
  minus Hellmann-Feynman force = -0.04606 eV/angstrom
  slope of internal energy = -0.55384 eV/angstrom
Force at Tc, u=0.005 angstrom: -0.7939 meV/angstrom
Force at Tc, u=0.010 angstrom: -6.2815 meV/angstrom
  ratio of the two forces = 7.913
False temperature (internal energy) = 10907 K
  divided by Tc = 2.6114
Lowest D(q)/(4K sin^2(q/2)) at Tc, q not pi: 0.00397
  found at q/pi = 0.990
all tests passed
```
